# How fast a thin solid film's edge retracts by surface diffusion

**Q.** A thin solid film on a substrate is annealed below its melting point, and its edge draws back. What are you assuming, and what moves the material?

**A.** A uniform, isotropic film of thickness \(h_0\) lies on a flat, inert substrate. Its edge is straight, so I need only a height profile \(h(x,t)\). The film initially fills \(x>0\) and ends in a vertical step at \(x=0\). At time \(t\) the contact line is at \(x=s(t)\), and it moves towards positive \(x\) at speed \(U=ds/dt\). The contact angle \(\theta\), measured inside the film, is fixed. Atoms move by diffusion along the free surface alone.

Capillarity supplies the force. Let \(l\) be arc length, increasing with \(x\), and let
\[
\kappa=\frac{h_{xx}}{(1+h_x^2)^{3/2}},
\]
which is negative on a hilltop. With surface energy \(\gamma\) and atomic volume \(\Omega\), the chemical potential relative to a flat surface is \(\mu=-\gamma\Omega\kappa\), so atoms leave convex places. Let \(\nu\) be the areal density of atoms in the surface layer and \(D_s\) the surface diffusivity averaged over all of them, mobile or not. The atomic flux is \(-(D_s\nu/kT)\,\mu_l\). Multiplying by \(\Omega\) gives the volume flux per unit length of edge:
\[
Q=B\kappa_l,\qquad B=\frac{D_s\gamma\Omega^2\nu}{kT},\qquad h_t=-Q_x .
\]
At the contact line \(h=0\), \(h_x=\tan\theta\) and \(Q=0\), since no material passes beneath the film or onto the bare substrate. Far away, \(h\to h_0\).

**Q.** You speak of a rim. Must the displaced material stay near the edge?

**A.** Volume conservation fixes how much excess there is:
\[
\frac{d}{dt}\int_s^\infty(h-h_0)\,dx=-U(0-h_0)-\big[Q\big]_s^\infty=Uh_0 .
\]
The first term comes from the moving lower limit, and \(Q\) vanishes at both ends. The excess is zero at the start, so
\[
\int_s^\infty(h-h_0)\,dx=h_0s .
\]
How far it spreads follows from a balance. In a rim of height \(H\) and width \(W\), with slopes set by \(\theta\), \(H\sim W\) at fixed angle. The excess then gives \(W^2\sim h_0s\), so \(W/s\sim(h_0/s)^{1/2}\). The rim widens, but it becomes narrow compared with the distance travelled.

**Q.** The rim keeps growing, so you cannot treat it as a steadily moving shape.

**A.** I can at leading order. Let \(\xi=x-s\). At fixed \(\xi\), growth contributes \(h_t\sim HU/s\), while translation contributes \(Uh_\xi\sim HU/W\). Their ratio is \(W/s\), which tends to zero. What remains is \(-Uh_\xi=-Q_\xi\). Integrating, and using \(h=Q=0\) at the contact line, gives
\[
Q=Uh .
\]

**Q.** That fails in the flat film, where \(Q=0\) but \(Uh=Uh_0\).

**A.** The mismatch \(Uh_0\) is the rate at which the rim collects material. Compared with the flux \(UH\) inside the rim it is of order \(h_0/H\), again \((h_0/s)^{1/2}\). I drop it now and restore it below together with the slow growth, because the two are of the same order.

Let \(\phi\) be the tangent angle, so that \(h_l=\sin\phi\), \(x_l=\cos\phi\) and \(\kappa=\phi_l\). The rim equation is \(B\phi_{ll}=Uh\). Define
\[
k=(U/B)^{1/3},\qquad z=kl .
\]
Then \(k^2\phi''=k^3h\), where primes are derivatives in \(z\), so \(h=\phi''/k\). Differentiating once more along the surface,
\[
\phi'''=\sin\phi,\qquad \phi(0)=\theta,\quad \phi''(0)=0,\quad \phi(\infty)=0 .
\]
Near \(\phi=0\) the solutions behave as \(e^{\lambda z}\) with \(\lambda^3=1\). One grows and is rejected; two decay with oscillations, which matches the two conditions at \(z=0\).

The shape contains no length other than \(1/k\), so its area is
\[
\int h\,dx=\frac{C(\theta)}{k^2},\qquad C=\int_0^\infty\phi''\cos\phi\,dz .
\]

**Q.** Then where does the power of time come from?

**A.** From equating this area with the collected volume \(h_0s\). Hence \(k^2=C/(h_0s)\), and since \(U=Bk^3\),
\[
\frac{ds}{dt}=B\left(\frac{C}{h_0s}\right)^{3/2}.
\]
Separating variables gives \(s^{3/2}ds=B(C/h_0)^{3/2}dt\). Integration gives \(\tfrac25s^{5/2}=B(C/h_0)^{3/2}t\), or
\[
s=\frac{\left[\tfrac52\,C^{3/2}Bt\right]^{2/5}}{h_0^{3/5}} .
\]
This is the two-fifths law. A larger rim has gentler curvature gradients, so it moves more slowly. Rim height and width both grow as \(s^{1/2}\), hence as \(t^{1/5}\).

**Q.** Can the rim be found explicitly for some angle?

**A.** At small slope \(m=\tan\theta\) the rim equation is \(h_{\xi\xi\xi}=k^3h\). The decaying solution with \(h(0)=0\) and \(h_\xi(0)=m\) is
\[
h=\frac{2m}{\sqrt3\,k}\,e^{-k\xi/2}\sin\frac{\sqrt3k\xi}{2}.
\]
Integrating \(h=h_{\xi\xi\xi}/k^3\) gives the area \(-h_{\xi\xi}(0)/k^3\). The second derivative of \(e^{-a\xi}\sin b\xi\) at zero is \(-2ab\); with \(a=k/2\) and \(b=\sqrt3k/2\) this makes \(h_{\xi\xi}(0)=-mk\). The area is therefore \(m/k^2\), so \(C=m\).

For finite angles, solving the boundary-value problem numerically gives \(C=0.511\), 0.950, 1.269 and 1.454 at 30, 60, 90 and 120 degrees. Beyond 90 degrees the edge overhangs and \(h\) is not a single-valued function of \(x\), but the arc-length form still holds: a surface translating at speed \(U\) has normal velocity \(-U\sin\phi=-Q_l\), so \(Q_l=Uh_l\) and again \(Q=Uh\). At 60 degrees, using \(\tan\theta\) in place of \(C\) would raise the law's retreat by 43%.

**Q.** Does the energy balance agree with this motion?

**A.** Yes. Multiply \(\phi'''=\sin\phi\) by \(\phi'\):
\[
(\phi''\phi')'-\phi''^2=-(\cos\phi)' .
\]
The bracket vanishes at both ends, so
\[
\int_0^\infty\phi''^2\,dz=1-\cos\theta .
\]
The power dissipated per unit length of edge is flux times driving force, \((\gamma/B)\int Q^2dl\). With \(Q=U\phi''/k\) this is
\[
\frac{\gamma U^2}{Bk^3}\int_0^\infty\phi''^2dz=\gamma U(1-\cos\theta).
\]
Now count the energy released. Unit retreat removes film surface \(\gamma\) and interface \(\gamma_i\) and exposes substrate \(\gamma_s\). Young's relation \(\gamma_s=\gamma_i+\gamma\cos\theta\) makes the release \(\gamma+\gamma_i-\gamma_s=\gamma(1-\cos\theta)\). The two agree. Energy stored in the rim's growing surface is smaller by a factor of order \(W/s\).

**Q.** You promised to restore the film thickness. How large is the error?

**A.** I can calculate its first term at small slope. Write
\[
h=h_0+\frac mk\,[F_0(z)+\varepsilon F_1(z)],\qquad z=k\xi,\quad \varepsilon=\frac{h_0k}{m},
\]
where \(F_0=(2/\sqrt3)e^{-z/2}\sin(\sqrt3z/2)\). In the moving frame the linear equation is
\[
h_t-Uh_\xi=-Bh_{\xi\xi\xi\xi}.
\]
At leading order \(k^2=m/(h_0s)\), so \(\dot k/k=-U/(2s)=-Uh_0k^2/(2m)\). The growth term at fixed \(\xi\) is therefore
\[
h_t=\frac{m\dot k}{k^2}(zF_0'-F_0)=-\frac{Um\varepsilon}{2}(zF_0'-F_0).
\]
Dividing the equation by \(Um\) and collecting order \(\varepsilon\),
\[
F_1''''-F_1'=\tfrac12(zF_0'-F_0).
\]
The condition \(h=0\) gives \(F_1(0)=-1\). The slope and no-flux conditions give \(F_1'(0)=F_1'''(0)=0\).

I need only the area \(\int F_1dz\). Multiply by \(z\) and integrate by parts. The left side gives \(F_1''(0)+\int F_1dz\), and the right side gives \(\tfrac12(-2-1)\int zF_0dz\). The Laplace transform of \(F_0\) is
\[
\hat F_0(p)=\frac1{p^2+p+1},
\]
so \(\int zF_0dz=-\hat F_0'(0)=1\), and
\[
F_1''(0)+\int_0^\infty F_1dz=-\frac32 .
\]
For a second relation multiply by \(e^{-z}\). Integration by parts cancels the unknown transform of \(F_1\) and leaves \(-F_1''(0)\) on the left. On the right,
\[
\int_0^\infty e^{-z}zF_0'dz=-\hat F_0(1)-\hat F_0'(1)=-\tfrac13+\tfrac13=0,
\]
so the right side is \(-\tfrac12\hat F_0(1)=-\tfrac16\). Thus \(F_1''(0)=\tfrac16\) and \(\int F_1dz=-\tfrac53\).

The volume condition becomes \((m/k^2)(1-\tfrac53\varepsilon)=h_0s\). Solving for \(k^2\), raising it to the power \(3/2\), and using \(\varepsilon\simeq\sqrt{h_0/(ms)}\) in the correction,
\[
U=B\left(\frac m{h_0s}\right)^{3/2}\left[1-\frac52\sqrt{\frac{h_0}{ms}}\right].
\]
Inverting this to first order and integrating,
\[
\frac25s^{5/2}+\frac54\sqrt{\frac{h_0}{m}}\,s^2=B\left(\frac m{h_0}\right)^{3/2}t .
\]
If \(s_0\) denotes the two-fifths law, then to this order
\[
s=s_0\left[1-\frac54\sqrt{\frac{h_0}{ms_0}}\right].
\]
Since \(s_0\propto t^{2/5}\), the local exponent \(d\ln s/d\ln t\) is \(\tfrac25[1+\tfrac58\sqrt{h_0/(ms_0)}]\). It approaches two fifths from above.

**Q.** Both the law and its correction rest on the quasi-steady argument. What tests that?

**A.** Direct numerical solution of the evolution equation with a moving contact line, started from a smooth edge with the same volume as the step. The numerical grid widens roughly as \(t^{1/5}\) to keep the rim resolved, but neither the rim shape nor the retreat law is imposed on the solution. For small slope, in units \(h_0=B=m=1\), the retreat reaches 5413 at time \(9\times10^8\). The local exponent there is 0.403, and the speed is 0.966 of its leading value. The shortfall corresponds to a correction coefficient of 2.48, against the derived 2.5.

At 60 degrees, with the full curvature, extrapolating the ratio of simulated to leading speed to vanishing \(h_0/s\) gives 0.9995. That tests \(C\) as well as the exponent.

**Q.** Your rim solution oscillates. Does the film dip ahead of the rim and touch the substrate?

**A.** It does, and this limits the law. Extrema of \(F_0\) satisfy \(\tan(\sqrt3z/2)=\sqrt3\). The peak has \(\sqrt3z/2=\pi/3\) and the first valley \(4\pi/3\). The sines are equal and opposite, so the valley depth divided by the peak height is \(e^{-\pi/\sqrt3}=0.163\). As the rim grows, the valley deepens too; the fixed ratio holds only at leading order, and before pinch-off the valley is shallower than it suggests.

Write the valley depth as \(d/k\). At leading order it reaches the substrate when \(d/k=h_0\). With \(C/k^2=h_0s\), this happens at
\[
s_p=\frac{Ch_0}{d^2}.
\]
For small slope \(d=me^{-4\pi/(3\sqrt3)}\), and \(s_p=126\,h_0/m\). The simulation gives \(178\,h_0/m\), so the leading estimate is rough. At the simulated value the first-order correction still lowers the speed by about 19%.

The two-fifths law is thus an intermediate approximation before pinch-off. The late limits above come from continuing the equation after the computed height has become negative. They test the mathematics, not a later stage of a real film. After contact a strip separates and a new edge forms, which needs a new calculation.

**Q.** Put in numbers for an annealed film.

**A.** Take round parameters in the rough regime of a noble-metal film on an oxide: \(h_0=50\) nm, \(T=1000\) K, \(D_s=10^{-6}\ \mathrm{cm^2/s}=10^8\ \mathrm{nm^2/s}\), \(\gamma=9\ \mathrm{eV/nm^2}\), \(\Omega=0.017\ \mathrm{nm^3}\), \(\nu=15\ \mathrm{nm^{-2}}\) and \(\theta=60^\circ\). With \(kT=0.0862\) eV,
\[
B=\frac{10^8\times9\times(0.017)^2\times15}{0.0862}=4.53\times10^7\ \mathrm{nm^4/s}.
\]
After 1800 s the law gives
\[
s=\frac{[2.5\times0.950^{3/2}\times4.53\times10^7\times1800]^{2/5}}{50^{3/5}}\ \mathrm{nm}\simeq3100\ \mathrm{nm}.
\]
The full evolution gives 2604 nm, or 2.6 µm, so the law is 19% above it. At 20 s the law gives 512 nm against 293 nm, and at 200 s 1286 nm against 954 nm. The law improves with time but is poor early, when the rim is not yet large compared with the film.

**Q.** Does your correction account for the gap at 1800 s?

**A.** It was derived for small slope. Replacing \(m\) by \(C\) at 60 degrees is a conjecture, but it can be tried:
\[
3097\left[1-1.25\sqrt{\frac{50}{0.950\times3097}}\right]\simeq2590\ \mathrm{nm},
\]
close to the simulated retreat. This closeness is partly accidental. At late times the simulated speed at 60 degrees falls short of its leading value by about \(2.1\sqrt{h_0/(Cs)}\), not \(2.5\sqrt{h_0/(Cs)}\), so the replacement overstates the first correction. With 2.1 the factor 1.25 becomes 1.05 and the formula gives about 2670 nm; higher-order terms still matter at this stage. The simulated local exponent is 0.44, so a fit over this period should not be expected to return 0.40.

The rim is then 232 nm high and the edge moves at 0.64 nm/s. Pinch-off comes after 8.2 h, at a retreat of 8.7 µm; the leading estimate is 6.0 µm. One entry in the numerical output needs care: the "valley height" of 8.7 nm is the minimum over the whole computed profile, including the foot beside the contact line, where the height goes to zero. It does not measure the valley, where the film is still about 26 nm thick.

**Q.** Would a real film do this?

**A.** The numbers show the model's scale, not a prediction for a particular sample. Surface diffusivity is uncertain and depends on surface condition. The chosen angle suits a well-adhering film; many noble-metal and oxide pairs have larger angles. Going from 60 to 120 degrees with all else fixed multiplies the law's retreat by \((1.454/0.950)^{3/5}\simeq1.29\).

Some neglected effects are small here. Treating \(D_s\nu\) as constant, although the density of mobile atoms varies as \(e^{\mu/kT}\), needs \(\gamma\Omega|\kappa|/kT\ll1\), and its largest value in the leading-order rim at 1800 s is about 0.005; it is larger earlier, when the rim is smaller. For an assumed vapour pressure of \(10^{-8}\) Torr and atomic mass of 200 u, free evaporation removes 0.24 nm. That pressure is a cautious choice for gold; silver is far more volatile at 1000 K, and its evaporation could not be neglected. With an assumed activation energy of 1 eV, a 10 K temperature error changes the law's retreat by about 4%. Diffusion through the bulk of the film is less negligible: its flux relative to the surface flux is of order \(D_v/(kD_s\nu\Omega)\), where \(D_v\) is the lattice diffusivity and \(1/k\) the rim length. For \(D_v\approx7\times10^{-11}\ \mathrm{cm^2/s}\), roughly that of gold at 1000 K, this is about 0.1 at 1800 s and near 0.2 at pinch-off, and it grows with the rim.

Crystal anisotropy is also left out. For \(\gamma\propto1+0.02\cos4\phi\), the stiffness \(\gamma+\gamma_{\phi\phi}\) is \(1-0.30\cos4\phi\) times the mean surface energy, so it ranges from 0.70 to 1.30. Using the lowest value throughout, with \(C\) fixed, would lower the law's retreat by 13%. That is not the net change for this rim, whose surface also passes through orientations of high stiffness. Solving the rim equation with the varying stiffness, and the contact angle still held at 60 degrees, gives a retreat about 2% larger; with the opposite sign of the \(\cos4\phi\) term it is about 3% smaller. Facets and grain boundaries lie outside this estimate.

**Q.** And the assumption that the edge stays straight?

**A.** It is not guaranteed. Model the rim crudely as a free cylinder of radius \(R\), with a ripple \(a\cos(qy/R)\) along its length \(y\). To first order in \(a\), the convex curvature changes by \((q^2-1)(a/R^2)\cos(qy/R)\). The surface moves outward at \(B\) times the second derivative of that curvature, so the ripple grows at the rate
\[
\sigma=\frac{B}{R^4}\,q^2(1-q^2)\le\frac{B}{4R^4},
\]
with the maximum at \(q^2=1/2\). The shortest e-folding time is \(4R^4/B\), which depends strongly on the radius chosen. Setting \(R\) equal to the rim height of 232 nm gives about 260 s. But a circular cap of that height meeting the substrate at 60 degrees has \(R=232/(1-\cos60^\circ)=464\) nm, which makes the time sixteen times longer, about 4100 s.

The substrate and the changing rim size also alter the rate, so the estimate gives only an order of magnitude, from minutes to about an hour, and not firm bounds. The 1800 s anneal falls within that range, so break-up during it cannot be ruled out. The rim may also break up along its length before the two-dimensional pinch-off at 8.2 h. Applying the straight-edge law to a real film therefore requires checking that its edge has remained straight.

## Values computed for the example and the checks

```
SMALL SLOPE, units h0 = B = slope = 1
time of late check: 9.0e+08
retreat at that time: 5413.0
local exponent there: 0.4034
speed / leading speed: 0.9663
measured correction coefficient (theory 5/2): 2.480
time formula / simulated time: 0.99882
valley/peak, simulated: 0.1592
valley/peak, theory: 0.1630
pinch-off retreat, simulated: 178.4
pinch-off retreat, leading order: 126.1
FINITE ANGLE
C at 30 deg: 0.5108
C at 60 deg: 0.9501
C at 90 deg: 1.2688
C at 120 deg: 1.4541
60 deg scaled peak height: 0.5443
60 deg scaled valley depth: 0.0892
60 deg extrapolated speed ratio: 0.9995
60 deg late local exponent: 0.4030
EXAMPLE INPUTS
h0 = 50 nm; T = 1000 K; angle = 60 deg
D_s = 1.0e-06 cm2/s; gamma = 9.0 eV/nm2
Omega = 0.017 nm3; nu = 15 nm^-2
kT = 0.08617 eV; anneal = 1800 s
EXAMPLE RESULTS
B = 4.5275e+07 nm4/s; h0^4/B = 0.1380 s
t = 20 s: full 293 nm, law 512 nm
t = 200 s: full 954 nm, law 1286 nm
t = 1800 s: full 2604 nm, law 3097 nm
retreat after anneal = 2.604 um
edge speed after anneal = 0.6385 nm/s
local exponent after anneal = 0.4414
rim height = 232.0 nm; valley height = 8.7 nm
rim length 1/k = 370.2 nm
pinch-off time = 29484 s = 8.19 h
pinch-off retreat, full = 8655 nm
pinch-off retreat, leading = 5975 nm
NEGLECTED OR APPROXIMATED EFFECTS
law minus full retreat: 18.9 %
using tan(angle) for C changes law by 43.4 %
largest gamma*Omega*curvature/kT = 0.0048
vapour pressure 1e-08 Torr, mass 200 u
evaporated thickness = 0.240 nm
activation energy 1.0 eV, temperature error 10 K
resulting retreat change = 4.3 %
anisotropy 0.02: lowest stiffness factor 0.70
retreat change if used throughout: -13.3 %
free-cylinder break-up e-fold time = 256 s
```
